Spin-drift velocity of a magnetic texture and what it means

**Problem**

A ferromagnetic strip carries a uniform current. Electrons move along +x, so the conventional current points along −x; its density has magnitude J = 1.0×10¹² A/m². The current polarization is P = 0.50, the saturation magnetization is M_s = 8.0×10⁵ A/m, and the g-factor of the magnetization is g = 2. The direction of the magnetization, the unit vector m(x,t), varies along x.

(a) Assume that the spins of the moving electrons follow m. Find the velocity u with which the current alone would carry the pattern m along the strip, and calculate its value.

(b) Obtain the same velocity by counting the angular momentum that electrons exchange with a 180° domain wall. Under what condition do the spins follow m?

(c) Now include magnetic anisotropy, damping α and a nonadiabatic torque of relative strength β. How fast does a domain wall move for β/α = 0, 1 and 2? Use α = 0.20, exchange stiffness A = 1.0×10⁻¹¹ J/m, and easy-axis and hard-axis constants K = K_h = 1.0×10⁵ J/m³.

The data are round model values. SI units are used, except that one microscopic energy in part (b) is given in electronvolts.

**Solution of (a): from spin flux to velocity**

Let e > 0 be the elementary charge, μ_B the Bohr magneton and γ = gμ_B/ħ > 0. The electron is negatively charged, so its magnetic moment is opposite to its spin. The magnetization M_s m therefore carries the spin angular momentum density

s = −(M_s/γ) m.

Here M_s is the total magnetization, so the small spin density of the moving electrons is included in s.

Call an electron "majority" if its moment is along m. Its mean spin is then −(ħ/2)m, while that of a minority electron is +(ħ/2)m. The polarization is defined by the two parts of the current,

P = (J_maj − J_min)/(J_maj + J_min), with J_maj + J_min = J.

Solving these two relations gives J_maj = J(1+P)/2 and J_min = J(1−P)/2. Division by e turns them into particle fluxes along +x. The flux of spin angular momentum along +x is

Q = (J/e) [ (1+P)/2 · (−ħ/2) m + (1−P)/2 · (+ħ/2) m ].

The bracket equals −(ħ/4)[(1+P) − (1−P)] m = −(ħP/2) m, so that

Q = −(ħPJ/2e) m.

If m changes with x, the spin flux entering a thin slice differs from the flux leaving it. The difference stays in the slice and turns its magnetization. With no other torque acting, conservation of angular momentum reads

∂s/∂t = −∂Q/∂x.

Since M_s, P and J are uniform, the derivatives act on m alone:

−(M_s/γ) ∂m/∂t = +(ħPJ/2e) ∂m/∂x.

Multiplication by −γ/M_s gives

∂m/∂t = −u ∂m/∂x, u = γħPJ/(2eM_s).

Insertion of γħ = gμ_B yields

u = gμ_B P J/(2eM_s).

Any profile of the form m(x − ut) solves this equation, because its time derivative is −u times its space derivative. The pattern moves towards +x, with the electrons, when P > 0. For P < 0 it would move against them. The length of m is preserved, since m·m = 1 implies m·∂m/∂x = 0.

The factor g enters through the magnetization: it fixes how much spin angular momentum must be supplied to turn a given M_s. For g ≠ 2 part of M_s is orbital. Then g is the spectroscopic factor, and M_s/γ is, to first order in the spin-orbit coupling, the spin part of the angular momentum density, not the sum of spin and orbital parts. The spin ħ/2 of a conduction electron does not contain it.

For g = 2 the factors 2 cancel, and the result can be arranged as a flux divided by a density:

u = (PJ/e)/(M_s/μ_B).

The numerator is the net polarized particle flux,

PJ/e = 0.50 × 6.2415×10³⁰ m⁻² s⁻¹ = 3.1208×10³⁰ m⁻² s⁻¹.

The denominator is the number of Bohr magnetons per volume,

M_s/μ_B = (8.0×10⁵ A/m)/(9.274×10⁻²⁴ J/T) = 8.6263×10²⁸ m⁻³,

where 1 J/T = 1 A m². Hence

u = 3.1208×10³⁰/(8.6263×10²⁸) m/s = 36.18 m/s, or about **36 m/s**.

During a pulse of 1 ns this corresponds to a shift of 36 nm. The velocity is proportional to g: with g = 2.1 and the other data unchanged it would be 38 m/s.

This is not the drift velocity of the electrons. If n is the density of carriers, their mean drift velocity is v_d = J/(ne). Substituting J/e = n v_d for g = 2 gives

u = v_d · Pn/(M_s/μ_B).

The two velocities thus differ by the factor Pn/(M_s/μ_B). Since P is the polarization of the current, Pn need not equal the difference between the densities of majority and minority carriers.

**Solution of (b): counting spins across a wall**

Let m = +z far to the left of a wall and m = −z far to the right. A majority electron arrives from the left with spin −ħ/2 along z. If it remains a majority electron, it leaves with spin +ħ/2. It has gained ħ, and the magnetization has lost ħ. A minority electron that follows m does the opposite. Per unit area and time, the angular momentum of the magnetization along z changes by

−ħ(J/e)[(1+P)/2 − (1−P)/2] = −ħPJ/e.

Now move the wall to the right by dX. In a slice of thickness dX, m_z changes from −1 to +1, and the angular momentum per area changes by −2(M_s/γ)dX. If the whole transfer goes into this displacement, then

−2(M_s/γ) dX/dt = −ħPJ/e,

dX/dt = γħPJ/(2eM_s) = u.

The shape of the wall has dropped out. The words "if the whole transfer goes into this displacement" are essential, however, and part (c) shows what happens when another torque takes up a share.

To see when the spins follow, consider an electron that crosses the wall at constant speed v. Let Δ be its exchange splitting and σ the direction of its spin. The Hamiltonian (Δ/2) m·σ, with σ now the Pauli matrices, has its lower level where spin and m are antiparallel, as required for the majority. It makes the spin direction precess according to dσ/dt = (Δ/ħ) m×σ. With dx = v dt this becomes

dσ/dx = (Δ/ħv) m×σ.

For a majority electron write σ = −m + δ, where δ is small and perpendicular to m. On the left keep the larger term −dm/dx and drop dδ/dx. On the right m×m = 0, so

−dm/dx = (Δ/ħv) m×δ.

Take the cross product of m with both sides. Since m·δ = 0, we have m×(m×δ) = −δ, and therefore

δ = (ħv/Δ) m×dm/dx.

To find the size of dm/dx, let θ be the angle between m and +z. In a wall lying in its easy plane, the energy density is A(dθ/dx)² + K sin²θ. Its Euler equation is A d²θ/dx² = K sinθ cosθ. Multiplying by 2 dθ/dx and integrating gives

A(dθ/dx)² = K sin²θ,

where the constant is zero because both terms vanish in the domains. As θ rises from 0 to π,

dθ/dx = sinθ/λ, λ = √(A/K) = √(10⁻¹¹/10⁵) m = 10 nm.

The steepest slope is 1/λ, at the wall centre. The largest misalignment is therefore, to leading order,

|δ|_max = 1/ξ, ξ = λΔ/(ħv).

The condition for adiabatic following is ξ ≫ 1: the spin must precess through many radians while the electron crosses the wall.

Take Δ = 1.0 eV and v = 1.0×10⁶ m/s as model values. Then ξ = 15.19 and 1/ξ = 0.0658. Numerical integration of the spinor through the wall gives a largest misalignment of 0.0660. For a wall twice as wide it gives 0.0329, half as much, as the estimate requires. The majority electron gains 1.0000 ħ and the minority electron −1.0000 ħ. Inserting these calculated transfers into the balance above again gives 36.18 m/s. Thus a misalignment of several percent inside the wall is compatible with a practically complete transfer across it.

A wall with λ = 0.1 nm, at the same Δ and v, has ξ = 0.152. The majority electron then gains 0.055 ħ. It passes before its spin has had time to turn, and leaves mostly as a minority electron. This number rests on the assumed constant speed, which requires a kinetic energy well above Δ, because becoming a minority electron costs Δ. With the free-electron mass the kinetic energy at this speed is only 2.8 eV. With a lighter mass part of the wave is reflected, and if the kinetic energy is below Δ the electron cannot leave as a minority electron at all. The formula for u does not describe the torque on such a wall. This narrow wall serves to show the limit; a continuous m(x) is itself doubtful at that scale. The calculation follows single electrons without scattering, so it tests the transfer of spin and not the value of P in a real conductor.

**Solution of (c): the velocity of a real wall**

The current is now one of several influences on m. Take the energy density

E = A|∂m/∂x|² + K(1 − m_z²) + K_h m_y².

Magnetostatic energy is represented here only by the local anisotropies. The corresponding field is

B = (2/M_s)[A ∂²m/∂x² + K m_z z − K_h m_y y],

where y and z as vectors are unit vectors. The equation of motion is

∂m/∂t = −γ m×B + α m×∂m/∂t − u ∂m/∂x + βu m×∂m/∂x.

The third term is the adiabatic torque of part (a). The last is perpendicular to it; β is a given parameter of the model, and u is taken to be independent of it. If β arises from spin relaxation of the moving electrons, part of their angular momentum never reaches the magnetization, and u in both terms is replaced by u/(1 + β²). That is negligible for β ≪ 1 but amounts to 14 percent at β = 0.4, and it is left out here.

*Steady motion.* Suppose that a wall moves without changing shape, m = m(x − Vt), and let a prime denote ∂/∂x. Then ∂m/∂t = −V m'. Take the scalar product of the equation with m×m'. The terms in m' alone vanish, because m'·(m×m') = 0. For the field term, m·m' = 0 gives

(m×B)·(m×m') = B·m'.

With the field above,

B·m' = (1/M_s) d/dx [A|m'|² + K m_z² − K_h m_y²].

Its integral over the strip is zero: the bracket equals K in both domains. The remaining terms give

(βu − αV) ∫|m'|² dx = 0.

The integral is positive for a wall, so

V = (β/α) u.

Steady walls therefore have V = 0, u and 2u for the three given ratios, which is **0, 36 and 72 m/s**. It remains to ask whether steady motion exists, and how the wall reaches it.

*How a wall comes to rest or speeds up.* Describe the wall by its position X(t) and by the angle φ(t) through which its plane is turned from the xz plane:

m = (sinθ cosφ, sinθ sinφ, cosθ), θ' = sinθ/λ.

The width λ is kept fixed, which is justified below for small φ. Let a and b be the unit vectors of increasing θ and φ. They satisfy m×a = b and m×b = −a, and

m' = θ' a, ∂m/∂t = −(dX/dt) θ' a + sinθ (dφ/dt) b.

Multiply the equation of motion by m×m' = θ' b and integrate. The field term vanishes as before, and the adiabatic term has no component along b. The left side gives (dφ/dt)∫θ' sinθ dx. The damping and nonadiabatic terms give (βu − α dX/dt)∫θ'² dx. The integrals are

∫θ' sinθ dx = ∫₀^π sinθ dθ = 2,

∫θ'² dx = (1/λ)∫θ' sinθ dx = 2/λ.

Hence

dφ/dt = (βu − α dX/dt)/λ. (1)

A second relation follows from integrating the z component of the equation of motion, which is the angular momentum balance of part (b) with all torques present. Its terms are as follows.

- The left side gives 2 dX/dt, since moving the wall by dX raises ∫m_z dx by 2dX.
- The adiabatic term gives −u∫m_z' dx = 2u, because m_z falls from +1 to −1.
- The exchange torque is a total derivative and integrates to zero. The easy-axis field lies along z and has no torque along z.
- The hard-axis torque is (2γK_h/M_s) m_x m_y. Since ∫sin²θ dx = λ∫θ' sinθ dx = 2λ, it integrates to (2γK_hλ/M_s) sin2φ.
- In the damping term, the part along b gives m×b = −a, whose z component is +sinθ. The result is 2αλ dφ/dt. The other part of the damping term and the β term point along b, which has no z component.

Division by 2 gives

dX/dt = u + (γK_hλ/M_s) sin2φ + αλ dφ/dt. (2)

In steady motion dφ/dt = 0. Equation (1) returns dX/dt = (β/α)u, and equation (2) fixes the tilt:

sin2φ = (β/α − 1) uM_s/(γK_hλ). (3)

For β = α there is no tilt. The damping and nonadiabatic torques cancel for a profile moving at u, and the static wall is carried along unchanged. For β = 0 the wall tilts until the hard-axis torque takes up all the angular momentum supplied by the current. The transfer of spin continues, but it no longer moves the wall.

The size of the tilt follows from uM_s/γ = ħPJ/(2e). The reduced Planck constant is ħ = 1.055×10⁻³⁴ J s. For β = 0,

|sin2φ| = ħPJ/(2eK_hλ) = (1.055×10⁻³⁴ × 3.1208×10³⁰)/(2 × 10⁵ × 10⁻⁸) = 0.165,

so |φ| = 0.083 rad. The tilt raises the effective easy-axis constant to K + K_h sin²φ. This narrows the wall by a relative amount of about φ²/2, or 0.3 percent, so a fixed λ is a good approximation here.

Integrating (1) from φ = 0 and X = 0 with constant u gives

X = (β/α) ut − λφ/α. (4)

For β = 0, φ is negative, and the wall stops after a shift of

λ|φ|/α = 10 nm × 0.083/0.20 ≈ 4.1 nm.

For β = 2α, equation (3) gives a tilt of equal size and opposite sign. The wall lags by the same 4.1 nm behind uniform motion at 2u.

These predictions can be compared with a numerical integration of the full equation of motion on a grid, without the assumption of a fixed wall shape. The current is switched on at t = 0 and kept on for 1.5 ns; the velocity is averaged over the last 0.5 ns.

- β/α = 0: the late velocity is 0.00 m/s and the total shift 4.14 nm.
- β/α = 1: the late velocity is 36.17 m/s and the shift 54.25 nm. The expected shift is ut = 36.18 × 1.5 nm = 54.3 nm.
- β/α = 2: the late velocity is 72.33 m/s and the shift 104.35 nm. Equation (4) gives 2ut − 4.1 nm = 108.5 nm − 4.1 nm = 104.4 nm.

*When steady motion fails.* The sine in (3) cannot exceed one. Within this description, a steady wall with β ≠ α therefore needs a sufficiently small current. The simple estimate with fixed λ is |β/α − 1| u ≤ γK_hλ/M_s; near this limit the tilt is large and the change of width must be included. With the width √(A/(K + K_h sin²φ)) in place of λ and K_h = K, the largest value of sin2φ/√(1 + sin²φ) is 2(√2 − 1) = 0.83, which lowers the limit from 220 m/s to about 182 m/s. In the example with β = 0 or 2α the sine is 0.165, well inside the range.

The opposite limit, K_h = 0, shows what the hard axis does. Substituting (1) into (2) then gives

dX/dt = u + αβu − α² dX/dt,

dX/dt = u(1 + αβ)/(1 + α²).

Without a hard axis the wall keeps moving even for β = 0, while its plane rotates steadily. For small α and β its velocity is close to u. With a hard axis, by contrast, a wall with β = 0 comes to rest if the current is small.

The value 36 m/s is thus the strength of the adiabatic torque expressed as a velocity. To predict the motion of a wall within this model, one also needs α, β, the exchange stiffness and the anisotropy constants. Pinning by defects, heating, the Oersted field of the current and spin-orbit torques are absent from this model and would have to be added for a particular device. The calculated values are collected in the numerical output below.

Calculated quantities

```
current density J = 1.0e+12 A/m^2
polarization P = 0.50 (dimensionless)
magnetization Ms = 8.0e+05 A/m
g-factor = 2.0 (dimensionless)
elementary charge e = 1.60218e-19 C
Bohr magneton = 9.27401e-24 J/T
particle flux J/e = 6.2415e+30 1/(m^2 s)
net polarized flux P J/e = 3.1208e+30 1/(m^2 s)
density of Bohr magnetons Ms/mu_B = 8.6263e+28 1/m^3
spin-drift velocity u = 36.18 m/s
u from counting electron spins = 36.18 m/s
u if g = 2.1 = 37.99 m/s
pattern shift u t in a 1 ns pulse = 36.2 nm
exchange splitting = 1.0 eV
electron speed = 1.0e+06 m/s
wall width parameter = 10.0 nm
adiabaticity xi = 15.19 (dimensionless)
spin gained by majority electron = 1.0000 hbar
spin gained by minority electron = -1.0000 hbar
largest misalignment = 0.0660 (unit-vector difference)
same, wall twice as wide = 0.0329 (unit-vector difference)
narrow wall width parameter = 0.1 nm
narrow wall xi = 0.152 (dimensionless)
narrow wall, majority spin gained = 0.0549 hbar
exchange stiffness = 1.0e-11 J/m
easy-axis constant = 1.0e+05 J/m^3
hard-axis constant = 1.0e+05 J/m^3
damping alpha = 0.20 (dimensionless)
simulated time = 1.5 ns
velocity measured over last = 0.5 ns
beta/alpha = 0: late wall velocity = 0.00 m/s
beta/alpha = 0: total wall shift = 4.14 nm
beta/alpha = 1: late wall velocity = 36.17 m/s
beta/alpha = 1: total wall shift = 54.25 nm
beta/alpha = 2: late wall velocity = 72.33 m/s
beta/alpha = 2: total wall shift = 104.35 nm
```
